\section*{Why v = z/(2t) fails for markers placed off the contact plane}

\section{A velocity with the wrong sign}

Two alloys are joined at the plane $x=0$ and annealed for $t=10^5$ s. An inert marker embedded 100 $\mu$m to the left of the joint is found, at the end, at $z=-85.0\ \mu$m. It has moved to the right and is still moving to the right, at $v=0.112$ nm/s. The formula $v=z/(2t)$ gives
\begin{equation}
\frac{z}{2t}=\frac{-85.0\ \mu\mathrm{m}}{2\times10^{5}\ \mathrm{s}}=-0.425\ \mathrm{nm/s},
\end{equation}
which is nearly four times too large in magnitude and points the wrong way. In the same couple, a marker placed on the joint obeys the formula. The difference lies in where the two markers started.

\section{The couple and its velocity field}

Let $N$ be the atomic fraction of component B. Initially $N=0$ for $x<0$ and $N=0.3$ for $x>0$. The intrinsic diffusivities, which describe motion relative to the lattice, are constants: $D_B=0.5$ and $D_A=0.2\ \mu\mathrm{m}^2/\mathrm{s}$. The number $C$ of lattice sites per volume is constant, vacancies are at equilibrium everywhere, all motion is along $x$, and the ends are too far away to be reached by diffusion. Markers are carried by the lattice. Positions are measured from the original contact plane, in the frame in which the distant ends are at rest.

Relative to the lattice the fluxes are
\begin{equation}
J_B=-C D_B\frac{\partial N}{\partial x},\qquad
J_A=-C D_A\frac{\partial(1-N)}{\partial x}=+C D_A\frac{\partial N}{\partial x}.
\end{equation}
A lattice moving at velocity $v$ adds $CNv$ and $C(1-N)v$ to them. Since $C$ is constant, atoms cannot accumulate, so the total flux is the same at every $x$. It vanishes at the distant ends and therefore everywhere:
\begin{equation}
J_A+J_B+Cv=0\quad\Rightarrow\quad v=(D_B-D_A)\frac{\partial N}{\partial x}. \label{eq:v}
\end{equation}
Here $v>0$: B leaves the right side faster than A replaces it, and the lattice shifts towards the B-rich side. The flux of B in the fixed frame is
\begin{align}
J_B+CNv&=-C\left[D_B-N(D_B-D_A)\right]\frac{\partial N}{\partial x}
=-C\tilde D\frac{\partial N}{\partial x},\\
\tilde D&=(1-N)D_B+ND_A,
\end{align}
and conservation of B gives
\begin{equation}
\frac{\partial N}{\partial t}=\frac{\partial}{\partial x}\left(\tilde D\frac{\partial N}{\partial x}\right). \label{eq:diff}
\end{equation}

Equation \eqref{eq:diff} was solved by finite volumes with cells of 2 $\mu$m on $|x|\le1600\ \mu$m. Markers were moved through the field \eqref{eq:v} by a predictor-corrector rule with equal steps in $\sqrt t$. The table gives the state at $10^5$ s. Here $z_0$ is the initial position, $u=z-z_0$ the displacement, and $S=\partial z/\partial z_0$ at fixed $t$, found from neighbouring markers released at $z_0\pm5\ \mu$m. Lengths are in $\mu$m and velocities in nm/s.

\begin{center}
\begin{tabular}{rrrrrr}
$z_0$ & $z$ & $v$ & $z/(2t)$ & $u/(2t)$ & $S$\\
\hline
$-400$ & $-397.4$ & 0.049 & $-1.987$ & 0.013 & 1.018\\
$-100$ & $-85.0$ & 0.112 & $-0.425$ & 0.075 & 1.074\\
$-10$ & 12.8 & 0.119 & 0.064 & 0.114 & 1.101\\
0 & 23.8 & 0.119 & 0.119 & 0.119 & --\\
10 & 32.9 & 0.119 & 0.165 & 0.115 & 0.907\\
100 & 115.5 & 0.114 & 0.577 & 0.077 & 0.927\\
400 & 402.5 & 0.050 & 2.013 & 0.013 & 0.981\\
1200 & 1200.0 & 0.000 & 6.000 & 0.000 & 1.000
\end{tabular}
\end{center}

The third and fourth columns agree in the row $z_0=0$ and in no other. The last row shows the failure most plainly: diffusion has hardly reached that marker, which is at rest to the digits shown, yet the formula assigns it 6 nm/s. An offset of 10 $\mu$m already matters. The marker from $-10\ \mu$m gets about half its true velocity.

A still simpler counter-example needs no numerical solution. If $D_A=D_B$, equation \eqref{eq:v} gives $v=0$ and every marker stays at $z_0$. The formula predicts $z_0/(2t)$, which is wrong unless $z_0=0$.

The error passes into whatever is deduced from the velocity. At the marker from $+100\ \mu$m the composition gradient is $0.379$ per mm, or $3.79\times10^{-4}\ \mu\mathrm{m}^{-1}$. Dividing $z/(2t)=5.77\times10^{-4}\ \mu$m/s by it gives $D_B-D_A=1.52\ \mu\mathrm{m}^2/\mathrm{s}$, where the true value is 0.30. At the marker from $-100\ \mu$m, where the gradient is 0.373 per mm, the same procedure gives $-1.14\ \mu\mathrm{m}^2/\mathrm{s}$, and one would conclude that A is the faster component.

\section{Where the formula comes from}

For any $a>0$, the function $N(ax,a^2t)$ satisfies \eqref{eq:diff} whenever $N(x,t)$ does, because both sides acquire the factor $a^2$. The initial step is unchanged by stretching $x$. Since the solution is unique, $N(ax,a^2t)=N(x,t)$, and the choice $a=1/\sqrt t$ shows that $N$ depends on one variable:
\begin{equation}
N=N(\lambda),\quad \lambda=\frac{x}{\sqrt t},\qquad
v=\frac{f(\lambda)}{\sqrt t},\quad f=(D_B-D_A)\frac{dN}{d\lambda}. \label{eq:f}
\end{equation}
The argument also holds if $D_A$ and $D_B$ are smooth positive functions of $N$. It needs a step start, distant ends, and diffusivities that do not depend explicitly on $x$ or $t$.

Follow one marker and write $\lambda=z(t)/\sqrt t$. Then
\begin{equation}
\frac{d\lambda}{dt}=\frac{v}{\sqrt t}-\frac{z}{2t^{3/2}}
\quad\Rightarrow\quad
\frac{d\lambda}{d\ln t}=f(\lambda)-\frac{\lambda}{2}. \label{eq:flow}
\end{equation}
Multiplying $v=z/(2t)$ by $\sqrt t$ turns it into $f(\lambda)=\lambda/2$. The formula is thus the condition that $\lambda$ be a fixed point of \eqref{eq:flow}. A marker at a fixed point $\lambda_K$ moves as $z=\lambda_K\sqrt t$, and differentiating this parabola gives $v=z/(2t)$. Such a plane is called a Kirkendall plane.

For constant $D_A$ and $D_B$ there is one fixed point. To see this, insert $N(\lambda)$ into \eqref{eq:diff}. With $\partial N/\partial t=-(\lambda/2t)N'$ and each $x$-derivative giving $1/\sqrt t$,
\begin{equation}
-\frac{\lambda}{2}N'=(\tilde DN')'=\tilde DN''-(D_B-D_A)N'^2,
\end{equation}
where primes denote $d/d\lambda$ and $d\tilde D/dN=-(D_B-D_A)$ was used. Solving for $N''$, recognizing $f=(D_B-D_A)N'$, and multiplying by $D_B-D_A$ gives
\begin{equation}
f'=\frac{f}{\tilde D}\left(f-\frac{\lambda}{2}\right). \label{eq:slope}
\end{equation}
At a fixed point $f'=0$, so $f-\lambda/2$ has slope $-1/2$ there. A continuous function that crosses zero downwards at every root has at most one root. It has one, because $f$ vanishes at both ends while $-\lambda/2$ changes from positive to negative. Solving the equation for $N(\lambda)$ by iteration and then $f=\lambda/2$ by root finding gives $\lambda_K=0.0754\ \mu\mathrm{m}/\mathrm{s}^{1/2}$, hence $z=0.0754\times316.2=23.8\ \mu$m at $10^5$ s.

The marker released at $z_0=0$ must follow this plane. From \eqref{eq:f}, $d\ln|z|/d\ln t=tv/z=f(\lambda)/\lambda$. A marker not at $\lambda_K$, traced back in time, moves away from it until $|\lambda|$ grows like $t^{-1/2}$. There $f$ falls off faster than any power of $\lambda$, so the integral of $f/\lambda$ over $\ln t$, taken from an early time at which $|\lambda|$ is already large (before any crossing of $z=0$), converges down to $t=0$. Thus $\ln|z|$ has a finite limit and the marker started at some $z_0\neq0$.

\section{The general statement and its proof}

Suppose that $v=f(z/\sqrt t)/\sqrt t$, with $f$ smooth and, together with its derivative, falling off faster than any power at large $|\lambda|$. Then for a marker with $z_0\ne0$:
\begin{enumerate}
\item $v=z/(2t)$ holds at no finite time $t>0$;
\item at every $t>0$,
\begin{equation}
v=\frac{1}{2t}\left(z-z_0\frac{\partial z}{\partial z_0}\right), \label{eq:main}
\end{equation}
with the derivative taken at fixed $t$;
\item $z/(2t)$ exceeds $v$ if $z_0>0$ and lies below $v$ if $z_0<0$.
\end{enumerate}

\textit{First part.} Suppose the formula held at one instant. Then $\lambda$ would sit at a fixed point of \eqref{eq:flow} at that instant. Since $f$ is smooth, the solution of \eqref{eq:flow} through a given point is unique, and the constant is such a solution. Hence $\lambda$ would be the same at all $t>0$, and $z=\lambda\sqrt t$ would tend to zero as $t\to0$. This contradicts $z_0\neq0$.

\textit{Second part.} Let $z(z_0,t)$ be the trajectory from $z_0$, and define $Z(t)=a\,z(z_0,t/a^2)$. It starts at $az_0$, and by the chain rule
\begin{equation}
\frac{dZ}{dt}=\frac{a}{a^2}\,v\!\left(\frac{Z}{a},\frac{t}{a^2}\right)
=\frac1a\,\frac{a}{\sqrt t}\,f\!\left(\frac{Z/a}{\sqrt t/a}\right)
=\frac{1}{\sqrt t}f\!\left(\frac{Z}{\sqrt t}\right).
\end{equation}
So $Z$ is the trajectory released at $az_0$. Replacing $t$ by $a^2t$ gives
\begin{equation}
z(az_0,a^2t)=a\,z(z_0,t). \label{eq:scale}
\end{equation}
Differentiate with respect to $a$ and set $a=1$:
\begin{equation}
z_0\frac{\partial z}{\partial z_0}+2t\frac{\partial z}{\partial t}=z.
\end{equation}
The time derivative at fixed $z_0$ is the marker velocity, and solving for it gives \eqref{eq:main}.

\textit{Third part.} Differentiating $\partial z/\partial t=v(z,t)$ with respect to $z_0$ gives $\partial S/\partial t=(\partial v/\partial x)S$, with $\partial v/\partial x=f'(\lambda)/t$ taken at the marker. Since $S=1$ initially,
\begin{equation}
S=\exp\left[\int_0^t f'\bigl(\lambda(s)\bigr)\frac{ds}{s}\right]>0. \label{eq:S}
\end{equation}
The integral converges at $s=0$ because $|\lambda|\to\infty$ there. From \eqref{eq:main},
\begin{equation}
\frac{z}{2t}-v=\frac{z_0S}{2t},
\end{equation}
which has the sign of $z_0$. $\square$

For the marker from $+100\ \mu$m the error should be $100\times0.927/(2\times10^5)\ \mu$m/s $=0.464$ nm/s. The table gives $0.577-0.114=0.463$ nm/s, equal within rounding. Relation \eqref{eq:main} itself gives $(115.45-92.7)/(2\times10^5)\ \mu$m/s $=0.114$ nm/s, and division by the gradient returns $D_B-D_A=0.30\ \mu\mathrm{m}^2/\mathrm{s}$.

In an experiment, $S$ is the slope of final against initial position for a row of markers, so one anneal suffices. The price is a subtraction. An error of 0.01 in $S$ at $z_0=100\ \mu$m changes $z-z_0S$ by 1 $\mu$m out of 22.7 $\mu$m, which is 4\% of the velocity. Markers close to the contact plane suffer less from a given error in slope.

\section{Displacement in place of position}

One may try to repair the formula by measuring each marker from its own starting point. Put $z=u+z_0$ and $S=1+\partial u/\partial z_0$ into \eqref{eq:main}:
\begin{equation}
v=\frac{1}{2t}\left(u+z_0-z_0-z_0\frac{\partial u}{\partial z_0}\right)
=\frac{u}{2t}-\frac{z_0}{2t}\frac{\partial u}{\partial z_0}. \label{eq:u}
\end{equation}
Off the contact plane, $u/(2t)$ is correct where the displacement curve $u(z_0)$ is flat, and not elsewhere. It does succeed when nothing moves, as for $D_A=D_B$, and far outside the diffusion zone its absolute error is negligible, because $u/(2t)$ and $v$ both tend to zero. Their ratio does not tend to 1: for the marker from $+400\ \mu$m, $u/(2t)$ is only about a quarter of $v$.

For constant $D_B>D_A$ the sign of the remaining error follows from \eqref{eq:slope}. A marker released at $z_0<0$ begins at $\lambda=-\infty$ and cannot cross the fixed point, so $\lambda<\lambda_K$ throughout. There $f-\lambda/2>0$, hence $f'>0$, and \eqref{eq:S} gives $S>1$. For $z_0>0$ all these signs reverse and $S<1$. In both cases $-z_0(S-1)>0$, so $u/(2t)$ is too small. This also explains the drop of $S$ from 1.101 to 0.907 between the markers at $-10$ and $+10\ \mu$m: their histories lie on opposite sides of the velocity maximum. Lattice planes are created on the left and removed on the right.

The physical reason is a delay. The contact marker has moved since $t=0$ with $v\propto t^{-1/2}$, and its present velocity is half its mean velocity $u/t$. A distant marker first waits for the diffusion zone, which lowers its mean. From $+100\ \mu$m the mean is 0.154 nm/s and the present velocity 0.114 nm/s, a ratio of 0.74 instead of 0.5. Using $u/(2t)$ there gives $D_B-D_A=0.20\ \mu\mathrm{m}^2/\mathrm{s}$, one third too low.

\section{Does a marker come to obey the formula?}

Let there be one fixed point, with $f'(\lambda_K)<1/2$, and set $\delta=\lambda-\lambda_K$. Expanding \eqref{eq:flow} to first order,
\begin{equation}
\frac{d\delta}{d\ln t}=\left[f'(\lambda_K)-\tfrac12\right]\delta
\quad\Rightarrow\quad \delta\propto t^{-[1/2-f'(\lambda_K)]}.
\end{equation}
The marker approaches the Kirkendall plane in the scaled coordinate $\lambda$. For constant diffusivities $f'(\lambda_K)=0$, so $\delta\propto t^{-1/2}$ and the late motion is $z\simeq\lambda_K\sqrt t+c\,z_0$, with $c$ a constant for each side. The distance from the contact marker tends to a constant; it is merely overtaken by the growth of $\sqrt t$. With $v\simeq\lambda_K/(2\sqrt t)$,
\begin{equation}
\frac{z/(2t)}{v}\simeq1+\frac{c\,z_0}{\lambda_K\sqrt t}.
\end{equation}

By \eqref{eq:scale}, a marker at late time is equivalent to one with small $z_0$ at fixed time, so $c\approx0.907$ can be read from the row $z_0=10\ \mu$m. For $z_0=100\ \mu$m the excess falls to 10\% when
\begin{equation}
\sqrt t\approx\frac{0.907\times100}{0.1\times0.0754}\ \mathrm{s}^{1/2}=1.20\times10^4\ \mathrm{s}^{1/2},
\end{equation}
or $t\approx1.45\times10^8$ s. Numerical integration of the trajectory gives 4.6 years, in agreement. For $z_0=50\ \mu$m it gives 1.1 years, a quarter as long, as \eqref{eq:scale} requires. With $\tilde D\approx0.45\ \mu\mathrm{m}^2/\mathrm{s}$ the diffusion length $\sqrt{\tilde Dt}$ at the longer time is about 8 mm, so the couple would have to be centimetres thick. If $\lambda_K=0$ the formula need not become accurate even in this relative sense: for $D_A=D_B$ it predicts $z_0/(2t)$ while $v=0$, so the error is always 100\% of the predicted value.

Starting on the contact plane is necessary for the formula, but not sufficient when there are several fixed points. Take, in scaled units, the velocity profile $f=2\lambda e^{-\lambda^2}$. Its fixed points are $\lambda=0$ and $\lambda=\pm\sqrt{\ln4}$. Near zero, \eqref{eq:flow} reads $d\lambda/d\ln t=\tfrac32\lambda$, so $\lambda\propto t^{3/2}$ and $z\propto t^2$: a whole fan of trajectories leaves $z=0$. The one passing $\lambda=1/2$ at $t=1$ has $v=e^{-1/4}=0.78$, while $z/(2t)=0.25$. This profile is a kinematic illustration. In \eqref{eq:v}, with $N$ increasing in $x$, its change of sign would require $D_B-D_A$ to change sign with composition.

\section{Comparison with copper and brass}

The couple is modelled on copper (left) joined to alpha brass (right) near 1050 K, with zinc as B, the faster component. The diffusivities are round values in the rough range of the brass side. Keeping them constant is a simplification, since the real ones rise strongly with zinc content and are several tens of times lower in nearly pure copper, by different factors for zinc and copper. The common tenfold and thirtyfold rises below therefore show a trend and do not span the real range. If both rise by a common factor, exponential in $N$ and tenfold across the couple, with their values at $N=0.15$ held fixed, the contact marker moves 25.8 instead of 23.8 $\mu$m. For the marker from $+100\ \mu$m, the ratio of $z/(2t)$ to $v$ changes from 5.1 to 4.8. A thirtyfold rise gives 28.0 $\mu$m and a ratio of 4.5. The direction of the change depends on where the values are held fixed. If they are held at $N=0.3$, the brass end, the tenfold and thirtyfold rises reduce the shift to 14.5 and 12.0 $\mu$m and raise the ratio to 8.2 and 10.0; a hundredfold rise gives 10.0 $\mu$m and 12.1. The failure remains, and so does \eqref{eq:main}, because $N$ is still a function of $\lambda$.

Other effects can matter as much or more. Zinc takes up more volume than copper, so $C$ is not quite constant: with an assumed ratio of 1.2 between the partial volumes, the shift grows by about 14\% if the diffusivities that multiply the concentration gradients are kept at 0.5 and 0.2 $\mu\mathrm{m}^2/\mathrm{s}$, and by about 29\% if those that multiply $C\,\partial N/\partial x$ are. The two definitions coincide only for equal partial volumes. Pores filling 1\% of a zone of width $2\sqrt{\tilde Dt}\approx426\ \mu$m would take up 4.3 $\mu$m, about 18\% of the shift. If lattice planes were created equally in three directions, replacing $f$ by $f/3$ as a scale estimate leaves 7.9 $\mu$m. An error in temperature matters less: a furnace 5 K too hot, with an assumed activation energy of 1.9 eV, raises the diffusivities by about 10\% and the shift by 5\%. None of these rough estimates predicts a particular specimen. Relation \eqref{eq:main} survives those changes that preserve the form $v=f(\lambda)/\sqrt t$. Pores growing at their own rate, or a diffusion zone that reaches the ends, introduce a further time or length, and the proof then no longer applies.

All numerical values are calculated from the stated model.
